# Spin spirals with ultrasoft pseudopotentials in one chemical cell

In a spin spiral the magnetization turns by a fixed angle from one cell to the next. The crystal then lacks its chemical translations. A turn of $120^\circ$ per cell requires a magnetic cell three times as large, and an incommensurate turn has no finite magnetic cell. The generalized Bloch theorem restores a calculation in one chemical cell. With ultrasoft pseudopotentials the reduction must include the augmentation charge. If the spin-flip terms keep the form factors of an ordinary periodic density, the augmentation of each atom acquires a false internal twist, and the energies are wrong.

### Densities, fields and the ultrasoft Hamiltonian

Hartree atomic units are used. The magnetization is $\mathbf m=\psi^\dagger\boldsymbol\sigma\psi$, in Bohr magnetons, and its coupling to the exchange field is $\boldsymbol\sigma\cdot\mathbf B$, so a moment lowers its energy by pointing against $\mathbf B$. With $m_+=m_x+im_y$ and $B_\pm=B_x\pm iB_y$, a spiral about the spin $z$ axis satisfies, for every lattice vector $\mathbf R$,

$$m_+(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}m_+(\mathbf r), \tag{1}$$

while the charge density $n$ and $m_z$ are periodic. Spin-orbit coupling is absent for now.

Let the cell have volume $\Omega$ and one atom at $\boldsymbol\tau$; contributions of several atoms add. The projectors are $\beta_i^{\mathbf R}(\mathbf r)=\beta_i(\mathbf r-\mathbf R-\boldsymbol\tau)$. The partial waves are real, so the augmentation functions obey $Q_{ij}=Q_{ji}$ and are real. States $\nu$ are normalized to one electron per cell, with weights $w_\nu=f_\nu/N_k$, where $f_\nu$ is the occupation and $N_k$ the number of $k$ points. The spin density matrix is

$$n_{\sigma\sigma'}(\mathbf r)=\sum_\nu w_\nu\Big[\psi_{\nu\sigma}^*\psi_{\nu\sigma'}+\sum_{\mathbf R,ij}\langle\psi_{\nu\sigma}|\beta_i^{\mathbf R}\rangle\langle\beta_j^{\mathbf R}|\psi_{\nu\sigma'}\rangle Q_{ij}(\mathbf r-\mathbf R-\boldsymbol\tau)\Big], \tag{2}$$

and $m_+=2n_{\uparrow\downarrow}$, because $\psi^\dagger(\sigma_x+i\sigma_y)\psi=2\psi_\uparrow^*\psi_\downarrow$.

Write the local potential as the spin matrix $W=V+\boldsymbol\sigma\cdot\mathbf B$, with $W^{\downarrow\uparrow}=B_+$. A change $\delta W$ changes the energy by $\int\sum_{\sigma\sigma'}\delta W^{\sigma\sigma'}n_{\sigma\sigma'}$. Hence the derivative of the energy with respect to $\psi_\sigma^*$ contains $W$ twice: once acting directly on $\psi$, and once integrated with $Q_{ij}$. The equation $H\psi=\varepsilon S\psi$ has

$$H=-\tfrac12\nabla^2+W+\sum_{\mathbf R,ij}|\beta_i^{\mathbf R}\rangle D_{ij}(\mathbf R)\langle\beta_j^{\mathbf R}|,\qquad S=1+\sum_{\mathbf R,ij}|\beta_i^{\mathbf R}\rangle q_{ij}\langle\beta_j^{\mathbf R}|, \tag{3}$$

$$D_{ij}^{\sigma\sigma'}(\mathbf R)=D^0_{ij}\delta_{\sigma\sigma'}+\int W^{\sigma\sigma'}(\mathbf r)\,Q_{ij}(\mathbf r-\mathbf R-\boldsymbol\tau)\,d\mathbf r, \tag{4}$$

where $q_{ij}=\int Q_{ij}$. The overlap $S$ is a unit matrix in spin.

### The symmetry and its spinors

Combine a translation with a spin rotation through $\mathbf q\cdot\mathbf R$:

$$(T_{\mathbf R}\psi)(\mathbf r)=U_{\mathbf R}\,\psi(\mathbf r-\mathbf R),\qquad U_{\mathbf R}=e^{-i\mathbf q\cdot\mathbf R\,\sigma_z/2}. \tag{5}$$

All the rotations share one axis, so $T_{\mathbf R}T_{\mathbf R'}=T_{\mathbf R+\mathbf R'}$ and the operators commute.

The exchange-correlation functional is assumed covariant: rotating all spins rotates $\mathbf B$ in the same way. A density obeying (1) then gives periodic $V$ and $B_z$, and $B_+(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}B_+(\mathbf r)$. Under $T_{\mathbf R}$ the lower-left element of $W$ becomes

$$\big[U_{\mathbf R}W(\mathbf r-\mathbf R)U_{\mathbf R}^\dagger\big]^{\downarrow\uparrow}=e^{i\mathbf q\cdot\mathbf R/2}B_+(\mathbf r-\mathbf R)e^{i\mathbf q\cdot\mathbf R/2}=B_+(\mathbf r). \tag{6}$$

The diagonal elements acquire no phase, and the upper-right element is the conjugate of (6). Thus $W$ commutes with $T_{\mathbf R}$.

For the nonlocal part, substitute $\mathbf r\to\mathbf r+\mathbf R$ in (4):

$$D_{ij}^{\downarrow\uparrow}(\mathbf R)=\int B_+(\mathbf r+\mathbf R)Q_{ij}(\mathbf r-\boldsymbol\tau)\,d\mathbf r=e^{i\mathbf q\cdot\mathbf R}D_{ij}^{\downarrow\uparrow}(0). \tag{7}$$

The spin-diagonal coefficients are the same in every cell. Therefore $D(\mathbf R+\mathbf R')=U_{\mathbf R}D(\mathbf R')U_{\mathbf R}^\dagger$. Since $T_{\mathbf R}$ moves a projector from $\mathbf R'$ to $\mathbf R+\mathbf R'$, it only permutes the terms in $H$. The same holds for $S$, because $q_{ij}$ commutes with spin rotations.

Eigenstates can therefore be chosen with $T_{\mathbf R}\psi=e^{-i\mathbf k\cdot\mathbf R}\psi$. The upper component of this condition is $e^{-i\mathbf q\cdot\mathbf R/2}\psi_\uparrow(\mathbf r-\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\psi_\uparrow(\mathbf r)$, or $\psi_\uparrow(\mathbf r)=e^{i(\mathbf k-\mathbf q/2)\cdot\mathbf R}\psi_\uparrow(\mathbf r-\mathbf R)$. The lower component has the opposite sign of $\mathbf q$. With periodic $u_\uparrow,u_\downarrow$,

$$\psi_{\mathbf k}(\mathbf r)=\begin{pmatrix}e^{i(\mathbf k-\mathbf q/2)\cdot\mathbf r}u_\uparrow(\mathbf r)\\ e^{i(\mathbf k+\mathbf q/2)\cdot\mathbf r}u_\downarrow(\mathbf r)\end{pmatrix}. \tag{8}$$

The product $2\psi_\uparrow^*\psi_\downarrow=2e^{i\mathbf q\cdot\mathbf r}u_\uparrow^*u_\downarrow$ obeys (1), which fixes the signs. A spiral density thus gives a Hamiltonian whose occupied states return a spiral density. This closes the self-consistency cycle within the chosen $\mathbf q$; it does not show that the spiral is the ground state.

### The equations in one cell

Expand $\psi_\sigma=\Omega^{-1/2}\sum_{\mathbf G}c_\sigma(\mathbf G)e^{i(\mathbf k_\sigma+\mathbf G)\cdot\mathbf r}$ with $\mathbf k_\uparrow=\mathbf k-\mathbf q/2$ and $\mathbf k_\downarrow=\mathbf k+\mathbf q/2$. Define

$$P_i(\mathbf K)=\frac{e^{-i\mathbf K\cdot\boldsymbol\tau}}{\sqrt\Omega}\int\beta_i(\mathbf r)e^{-i\mathbf K\cdot\mathbf r}d\mathbf r,\qquad \alpha_{j\sigma}=\langle\beta_j^{0}|\psi_\sigma\rangle=\sum_{\mathbf G}P_j^*(\mathbf k_\sigma+\mathbf G)c_\sigma(\mathbf G). \tag{9}$$

By (8), the projection on the atom in cell $\mathbf R$ is

$$\langle\beta_j^{\mathbf R}|\psi_\sigma\rangle=e^{i\mathbf k_\sigma\cdot\mathbf R}\alpha_{j\sigma}. \tag{10}$$

The spin-flip part of $H$ acting on $\psi_\uparrow$ carries the phase $e^{i\mathbf q\cdot\mathbf R}$ from (7) and $e^{i\mathbf k_\uparrow\cdot\mathbf R}$ from (10). Their product is $e^{i\mathbf k_\downarrow\cdot\mathbf R}$, so the sum over atoms is a Bloch sum at $\mathbf k_\downarrow$, as the lower component requires. Its plane-wave coefficients are $P_i(\mathbf k_\downarrow+\mathbf G)$.

Now write $B_+(\mathbf r)=\sum_{\mathbf G}b_{\mathbf G}e^{i(\mathbf G+\mathbf q)\cdot\mathbf r}$. In the local matrix element the exponent is $-\mathbf k_\downarrow-\mathbf G+\mathbf q+\mathbf G''+\mathbf k_\uparrow+\mathbf G'$, which vanishes for $\mathbf G''=\mathbf G-\mathbf G'$. The spin-flip block is

$$H^{\downarrow\uparrow}_{\mathbf G\mathbf G'}=b_{\mathbf G-\mathbf G'}+\sum_{ij}P_i(\mathbf k_\downarrow+\mathbf G)\,D_{ij}^{\downarrow\uparrow}\,P_j^*(\mathbf k_\uparrow+\mathbf G'). \tag{11}$$

Here $D$ without an argument means $D(0)$. The spin-diagonal blocks have the usual form, with kinetic energies and projectors at their own $\mathbf k_\sigma+\mathbf G$:

$$\begin{aligned}H^{\sigma\sigma}_{\mathbf G\mathbf G'}&=\tfrac12|\mathbf k_\sigma+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+W^{\sigma\sigma}_{\mathbf G-\mathbf G'}+\sum_{ij}P_i(\mathbf k_\sigma+\mathbf G)D_{ij}^{\sigma\sigma}P_j^*(\mathbf k_\sigma+\mathbf G'),\\ S^{\sigma\sigma}_{\mathbf G\mathbf G'}&=\delta_{\mathbf G\mathbf G'}+\sum_{ij}P_i(\mathbf k_\sigma+\mathbf G)q_{ij}P_j^*(\mathbf k_\sigma+\mathbf G').\end{aligned} \tag{12}$$

Define $Q_{ij}(\mathbf K)=\int Q_{ij}(\mathbf r)e^{-i\mathbf K\cdot\mathbf r}d\mathbf r$. Inserting the series for $B_+$ into (4), and using $\int Q_{ij}e^{i\mathbf K\cdot\mathbf r}d\mathbf r=Q_{ij}^*(\mathbf K)$ for real $Q_{ij}$, gives

$$D_{ij}^{\downarrow\uparrow}=\sum_{\mathbf G}b_{\mathbf G}\,e^{i(\mathbf G+\mathbf q)\cdot\boldsymbol\tau}\,Q_{ij}^*(\mathbf G+\mathbf q). \tag{13}$$

### The transverse augmentation magnetization

Let $\rho_{ij}=\sum_\nu w_\nu\alpha_{\nu i\uparrow}^*\alpha_{\nu j\downarrow}$. By (10), the corresponding quantity in cell $\mathbf R$ has the extra phase $e^{-i\mathbf k_\uparrow\cdot\mathbf R}e^{i\mathbf k_\downarrow\cdot\mathbf R}=e^{i\mathbf q\cdot\mathbf R}$. The augmentation part of $m_+$ in (2) is therefore

$$m_+^{\rm aug}(\mathbf r)=2\sum_{\mathbf R,ij}e^{i\mathbf q\cdot\mathbf R}\rho_{ij}\,Q_{ij}(\mathbf r-\mathbf R-\boldsymbol\tau). \tag{14}$$

Write the total as $m_+=\sum_{\mathbf G}M_{\mathbf G}e^{i(\mathbf G+\mathbf q)\cdot\mathbf r}$. Its coefficients are $M_{\mathbf G}=\Omega^{-1}\int_\Omega m_+e^{-i(\mathbf G+\mathbf q)\cdot\mathbf r}d\mathbf r$. Since $e^{i\mathbf G\cdot\mathbf R}=1$, the phase in (14) may be written $e^{i(\mathbf G+\mathbf q)\cdot\mathbf R}$. With $\mathbf s=\mathbf r-\mathbf R$, the cell integrals join into one integral over all space:

$$\begin{aligned}M_{\mathbf G}^{\rm aug}&=\frac2\Omega\sum_{ij}\rho_{ij}\int_{\rm all}e^{-i(\mathbf G+\mathbf q)\cdot\mathbf s}Q_{ij}(\mathbf s-\boldsymbol\tau)\,d\mathbf s\\&=\frac2\Omega\sum_{ij}\rho_{ij}\,Q_{ij}(\mathbf G+\mathbf q)\,e^{-i(\mathbf G+\mathbf q)\cdot\boldsymbol\tau}.\end{aligned} \tag{15}$$

The smooth part follows from (8):

$$M_{\mathbf G}^{\rm sm}=\frac2\Omega\sum_\nu w_\nu\sum_{\mathbf G'}c_{\nu\uparrow}^*(\mathbf G')\,c_{\nu\downarrow}(\mathbf G'+\mathbf G). \tag{16}$$

For $n$ and $m_z$ the two phases from (10) cancel, and the same unfolding gives $Q_{ij}(\mathbf G)$.

The shift has a direct meaning in real space. The function $e^{i\mathbf q\cdot\mathbf r}Q_{ij}(\mathbf r)$ has the transform $Q_{ij}(\mathbf G)$ at the wavevector $\mathbf G+\mathbf q$. Using $Q_{ij}(\mathbf G)$ in (15) therefore multiplies each augmentation function by a phase that winds across the atom. The correct phase in (14) is constant for each atom. At small $\mathbf q$ and $\mathbf G=0$,

$$Q_{ij}(\mathbf q)=q_{ij}-i\mathbf q\cdot\int\mathbf r\,Q_{ij}(\mathbf r)\,d\mathbf r+O(q^2). \tag{17}$$

The linear term comes from pairs whose angular momenta differ by one, such as $s$ and $p$.

### The same form factor in energy and density

Multiply the transverse field by $s$, holding the other fields, the temperature and the chemical potential fixed. Let $\Phi$ be the grand potential per cell of the independent electrons in these fields. Since $S$ does not depend on $s$, $d\Phi/ds=\sum_\nu w_\nu\langle\psi_\nu|dH/ds|\psi_\nu\rangle$. At $s=1$, (11) and its conjugate give

$$\frac{d\Phi}{ds}=2\,{\rm Re}\sum_\nu w_\nu\Big[\sum_{\mathbf G\mathbf G'}c_{\nu\downarrow}^*(\mathbf G)b_{\mathbf G-\mathbf G'}c_{\nu\uparrow}(\mathbf G')+\sum_{ij}\alpha_{\nu i\downarrow}^*D_{ij}^{\downarrow\uparrow}\alpha_{\nu j\uparrow}\Big]. \tag{18}$$

By (16), the first sum is $\sum_{\mathbf G}b_{\mathbf G}(\Omega M^{\rm sm}_{\mathbf G}/2)^*$. In the second, $\sum_\nu w_\nu\alpha_{\nu i\downarrow}^*\alpha_{\nu j\uparrow}=\rho_{ji}^*$. Inserting (13), using $Q_{ij}=Q_{ji}$ and comparing with (15) gives $\sum_{\mathbf G}b_{\mathbf G}(\Omega M^{\rm aug}_{\mathbf G}/2)^*$. Hence

$$\frac{d\Phi}{ds}=\Omega\,{\rm Re}\sum_{\mathbf G}b_{\mathbf G}^*M_{\mathbf G}. \tag{19}$$

If the form factor is shifted in (15) but not in (13), or the reverse, this identity is lost: the Hamiltonian is no longer the derivative of the energy belonging to the density. Omitting the shift in both places restores the identity, but for the falsely twisted augmentation functions.

### Limits and relabelling

At $\mathbf q=0$ the formulas are those of an ordinary noncollinear crystal. If $B_+=0$, (11) vanishes and the spectrum at $\mathbf k$ is the union of $\varepsilon_\uparrow(\mathbf k-\mathbf q/2)$ and $\varepsilon_\downarrow(\mathbf k+\mathbf q/2)$. The vector $\mathbf q$ is then just a label.

A weak transverse field mixes these collinear bands. Keep two of them, with energies $\varepsilon_\uparrow,\varepsilon_\downarrow$ and spin-flip matrix element $t$ of (11). Because $S$ is diagonal in spin, the two states remain $S$-orthogonal, and the $2\times2$ determinant gives

$$\varepsilon_\pm=\frac{\varepsilon_\uparrow+\varepsilon_\downarrow}2\pm\sqrt{\Big(\frac{\varepsilon_\uparrow-\varepsilon_\downarrow}2\Big)^2+|t|^2}. \tag{20}$$

In this two-band approximation the two levels are split by $2|t|$ at each $\mathbf k$ where $\varepsilon_\uparrow(\mathbf k-\mathbf q/2)=\varepsilon_\downarrow(\mathbf k+\mathbf q/2)$. This splitting at fixed $\mathbf k$ need not be a gap in energy: if both bands slope the same way through the crossing, their energy ranges still overlap. The augmentation contributes to $t$ through (13).

Adding a reciprocal vector $\mathbf G_0$ to $\mathbf q$ leaves every $e^{i\mathbf q\cdot\mathbf R}$ unchanged. If $\mathbf k$ is also moved by $\mathbf G_0/2$, then $\mathbf k_\uparrow$ is unchanged and $\mathbf k_\downarrow$ moves by $\mathbf G_0$, which merely renumbers plane waves:

$$\varepsilon(\mathbf k+\mathbf G_0/2;\,\mathbf q+\mathbf G_0)=\varepsilon(\mathbf k;\mathbf q). \tag{21}$$

A finite $k$ mesh that is not moved along with $\mathbf q$ can give different energies for the same physical spiral.

### Spin-orbit coupling

Let the spin-orbit term be $\frac12\lambda\sum_{\mathbf R}|\beta^{\mathbf R}\rangle\mathbf L\cdot\boldsymbol\sigma\langle\beta^{\mathbf R}|$, with $\mathbf L$ a matrix between the projectors. Its coefficients are equal on all atoms, so symmetry under $T_{\mathbf R}$ requires $U_{\mathbf R}\mathbf L\cdot\boldsymbol\sigma U_{\mathbf R}^\dagger=\mathbf L\cdot\boldsymbol\sigma$. The part $L_z\sigma_z$ satisfies this. The lower-left element $L_x+iL_y$ instead acquires $e^{i\mathbf q\cdot\mathbf R}$. Full spin-orbit coupling thus breaks the symmetry under $T_{\mathbf R}$, and with it the one-cell reduction based on (5), unless $\mathbf q$ is a reciprocal vector. In special geometries another reduction can survive: for a linear chain of atoms along the spin $z$ axis, a translation combined with a joint rotation of space and spin remains a symmetry.

A first-order treatment survives. Let $X$ be the lower-left spin-flip part of the perturbation, and $\Gamma$ the density matrix of the unperturbed spiral, which commutes with $T_{\mathbf R}$. In a finite periodic crystal commensurate with the spiral,

$${\rm Tr}(\Gamma X)={\rm Tr}(\Gamma\,T_{\mathbf R}XT_{\mathbf R}^{-1})=e^{i\mathbf q\cdot\mathbf R}\,{\rm Tr}(\Gamma X). \tag{22}$$

The trace vanishes if some $e^{i\mathbf q\cdot\mathbf R}\ne1$. To first order in $\lambda$, the energy then contains $L_z\sigma_z$ alone, which can be evaluated with the spinors (8).

### A conical spiral in numbers

Take a model simple cubic crystal with $a=5$ bohr and $\mathbf q=\frac13(2\pi/a)\hat{\mathbf x}$, so $q=0.41888$ bohr$^{-1}$. Each atom carries a potential $-1.5\,e^{-r^2/1.2^2}$ hartree and an exchange field $-0.3\,e^{-r^2/1.2^2}$ hartree along a direction at $60^\circ$ to the spin $z$ axis, with azimuth $\mathbf q\cdot\mathbf R$. The fields are prescribed, not self-consistent.

The functions $p_i=1,x,y,z$ define normalized projectors proportional to $p_ie^{-r^2}$ and augmentation functions $Q_{ij}=A_iA_jp_ip_je^{-r^2/w^2}$, with $w=0.8$ bohr. The $A_i$ are fixed by $q_{ss}=0.4$ and $q_{xx}=q_{yy}=q_{zz}=0.6$. The bare $D^0$ is 0.3 hartree for $s$ and 0.2 for $p$.

The Gaussian transforms give

$$\begin{aligned}Q_{ss}(\mathbf q)&=0.4\,e^{-q^2w^2/4}=0.4\times0.9723=0.3889,\\ Q_{sx}(\mathbf q)&=-i\frac{qw^2}2\sqrt{\frac{2q_{ss}q_{xx}}{w^2}}\,e^{-q^2w^2/4}=-0.1129\,i.\end{aligned} \tag{23}$$

At $\mathbf q=0$ the second is zero. At small $q$ it reduces to the linear term of (17), which alone would give $-0.1161\,i$ here.

Summing (13) gives $D_{ss}^{\downarrow\uparrow}=-0.05986$ hartree; with $Q(\mathbf G)$ it would be $-0.05871$. The change in $D_{sx}^{\downarrow\uparrow}$ is qualitative: from $-0.000002\,i$ to $+0.01179\,i$ hartree. An atom's own field is even about its centre while $Q_{sx}$ is odd, so the correct value comes only from the tails of neighbouring fields. The false phase $e^{-i\mathbf q\cdot(\mathbf r-\boldsymbol\tau)}$ in the integral has an odd part and creates an $s$–$p$ coupling.

The matrices (11) and (12) were diagonalized with a 4.5 hartree cutoff at three points, $k_x=0.2794$, 0.6983 and 1.1172 bohr$^{-1}$, with $k_y=0.11$ and $k_z=0.05$. Together they correspond to one wavevector of the three-cell magnetic crystal. Their dimensions are 122, 119 and 123; the supercell matrix has dimension $122+119+123=364$.

This cutoff is not converged, so the digits below belong to these finite matrices. Raising it to 16 hartree lowers the three lowest energies by 2.5 to 3.4 millihartree, raises the moment (24) to 0.7453 $\mu_B$ and changes the field derivative to $-0.0722$ hartree. The shifts caused by the form factor move much less, to $+0.41$, $-0.16$ and $+0.84$ millihartree with a largest value of 1.25, and the shares of 19% and 30% remain. The lowest energies are $-0.24595$, $-0.20731$ and $-0.23329$ hartree, or $-6.693$, $-5.641$ and $-6.348$ eV. Replacing $Q(\mathbf G+\mathbf q)$ by $Q(\mathbf G)$ in (13) shifts them by $+0.39$, $-0.14$ and $+0.81$ millihartree. The error changes sign with $\mathbf k$, so it is not a constant offset. Over the two lowest bands it reaches 1.19 millihartree, or 32 meV.

With one electron per cell and Fermi occupations at $kT=0.02$ hartree, these three points give the transverse moment

$$\Omega M_0e^{i\mathbf q\cdot\boldsymbol\tau}=0.6025+0.1386=0.7411\ \mu_B, \tag{24}$$

smooth part first. The integrated augmentation moment of one atom, $2\sum_{ij}\rho_{ij}q_{ij}$, is 0.1429 $\mu_B$, larger than the augmentation part 0.1386 $\mu_B$ of (24), and has azimuths $0^\circ$, $120^\circ$ and $240^\circ$ on successive atoms. The two numbers answer different questions. The atomic moment adds magnetization in a fixed spin frame, whereas $M_0$ measures it in a frame turning continuously as $e^{i\mathbf q\cdot\mathbf r}$. The form factor accounts for that turning within the atom.

The field derivative (19) is $-0.07041$ hartree, of which the smooth part supplies $-0.04903$. The remaining $-0.02138$ hartree, 30% of the total, is augmentation. Its share of (24) is only 19%: equation (19) weights the magnetization by the exchange field, which is concentrated at the atoms, where the augmentation also lies.
